# Local Field and Transverse Resonance of Lorentz Oscillators at Cubic Sites, part 2

A solid holds $N$ identical molecules per unit volume, treated as point dipoles. How does their neighbours' field shift the resonance of the polarization $\mathbf P$? SI units are used, and fields vary as $e^{-i\omega t}$. Each molecule feels the local field $\mathbf E_{\rm loc}$, not the macroscopic average $\mathbf E$.

**Parts (b) and (c).** Write $E_{\rm loc}=E+LP/\varepsilon_0$. The distant dipoles (cavity surface) give $1/3$ of $L$, and the nearby dipoles give the near part. The near part vanishes at cubic sites, whose surroundings are unchanged by $120^\circ$ rotations about a body diagonal and $180^\circ$ rotations about $x$, $y$ and $z$. A simple cubic lattice stretched to $c/a=1.1$ has $L=0.380$ along an unstretched edge $a$ and $0.239$ along the stretched edge $c$. Equal dipoles on only the face centres of a simple cubic cell have unequal $L$.

**Part (d).** An oscillator with isolated frequency $\omega_0$, plasma frequency $\omega_p$ and damping rate $\gamma$ resonates at fixed $\mathbf E$ at

$$\boxed{\;\omega_T^2=\omega_0^2-\frac{\omega_p^2}{3}\;}$$

With the same $L$ at every site, this becomes $\omega_0^2-L\omega_p^2$. Uniform polarization becomes unstable at $\omega_p^2=3\omega_0^2$.

**Part (e).** The relative dielectric function is

$$\varepsilon(\omega)=1+\frac{\omega_p^2}{\omega_T^2-\omega^2-i\gamma\omega}.$$

At fixed $|E|$, absorption follows $\omega\,{\rm Im}\,\varepsilon$, which peaks at $\omega_T$. For small damping, ${\rm Im}\,\varepsilon$ peaks at $\omega_T+\delta$, with $\delta=-\gamma^2/(8\omega_T)$.

**Part (f).** With $\mathbf P$ along the wavevector and no damping, the free oscillation has $\omega_L^2=\omega_T^2+\omega_p^2=\omega_0^2+\frac23\omega_p^2$, and $L=-2/3$.

**Part (g).** A molecule with polarizability $\alpha$ (static value $\alpha_0$), transition frequencies $\omega_n$ and oscillator strengths $f_n$ has

$$u(\omega)=\frac{N\alpha(\omega)}{\varepsilon_0}
=\sum_n\frac{A_n}{\omega_n^2-\omega^2},\qquad
A_n=\frac{Nf_ne^2}{\varepsilon_0m_e},$$

where $e$ and $m_e$ are the electron charge and mass. At cubic sites,

$$\varepsilon-1=\frac{u}{1-u/3},\qquad
\frac1{\varepsilon-1}=\frac1u-\frac13 .$$

With

$$u_0=\sum_n\frac{A_n}{\omega_n^2},\qquad u_2=\sum_n\frac{A_n}{\omega_n^4},$$

the effective oscillator that matches the low-frequency dispersion has

$$\omega_p^2=\frac{u_0^2}{u_2},\qquad \omega_0^2=\frac{u_0}{u_2}=\frac{\omega_p^2}{u_0}.$$

### (h) The effective resonance of solid methane

*Place CH$_4$ molecules on a face-centred cubic lattice with cubic edge $5.9$ Å, a rough value for solid methane. One molecule has static polarizability volume $\alpha_0/(4\pi\varepsilon_0)=2.374$ Å$^3$ and effective energy $\hbar\omega_0=15.364$ eV. Find $\hbar\omega_p$, $\hbar\omega_T$ and $\hbar\omega_L$.*

**Solution.** The molecular values come from time-dependent Hartree–Fock theory with the aug-cc-pVDZ basis and a chosen C–H length of $1.09$ Å. In this theory each electron responds to the applied field and to the changing average field of the others. Electron correlation beyond that average is left out. The basis is not converged to the digits shown: larger bases lower $\hbar\omega_0$ and $\hbar\omega_T$ by $0.13$ to $0.18$ eV, as part (k) details. A separate Hartree–Fock calculation in a small static field gives a polarizability of $16.021$ atomic units, against $16.019$ from the sum over transitions.

The tetrahedral molecule has the rotations used in part (b). Its polarizability is therefore the same in all directions, and in the point-dipole model the orientation of the molecules does not matter.

The cubic cell holds four molecules:

$$N=\frac{4}{(5.9\ \text{Å})^3}=0.01948\ \text{Å}^{-3}=1.948\times10^{22}\ {\rm cm^{-3}}.$$

The static value of $u$ is

$$u_0=\frac{N\alpha_0}{\varepsilon_0}=4\pi N\,\frac{\alpha_0}{4\pi\varepsilon_0}
=4\pi(0.01948)(2.374)=0.581 .$$

Since $\omega_p^2=u_0\omega_0^2$,

$$(\hbar\omega_p)^2=0.581\,(15.364\ {\rm eV})^2=137\ {\rm eV^2},\qquad
\hbar\omega_p=11.71\ {\rm eV}.$$

This corresponds to an effective strength of $5.1$ electrons per molecule. One third of the squared plasma energy is $45.71$ eV$^2$, so

$$(\hbar\omega_T)^2=236.06-45.71\approx190.3\ {\rm eV^2},\qquad
\hbar\omega_T=13.80\ {\rm eV}.$$

The effective resonance moves down by $1.57$ eV, to a vacuum wavelength of about $90$ nm. The system is on the stable side, since $u_0=0.581$ is well below the limit $3$. For the longitudinal oscillation,

$$(\hbar\omega_L)^2=236.06+2(45.71)=327.5\ {\rm eV^2},\qquad
\hbar\omega_L=18.10\ {\rm eV}.$$

This $\omega_L$ belongs to the effective oscillator, which part (g) fixes only at low frequency. With all computed transitions $\varepsilon$ has many zeros, the first near $11.25$ eV. The strongest longitudinal mode lies near $18.0$ eV in this basis, but the agreement is accidental: in the larger bases of part (k) the strongest mode lies near $22$ to $23$ eV, while the first zero moves by only about $0.02$ eV or less.

The result of part (g) can be tested on the full set of computed transitions. Calculate $1/(\varepsilon-1)$ from all of them at photon energies of $0.3$ and $0.6$ eV, using the lattice-sum value of $L$, and draw a straight line in $\omega^2$ through the two points. The line reaches zero at $13.793$ eV, compared with $13.797$ eV from the formula. The fit uses nonzero frequencies and so contains a little of the $\omega^4$ term that the formula omits.

To illustrate part (e), give the effective oscillator a chosen damping $\hbar\gamma=1.0$ eV. The peak of $\omega\,{\rm Im}\,\varepsilon$ is found numerically at $13.797$ eV, and that of ${\rm Im}\,\varepsilon$ at $13.788$ eV. The estimate $\gamma^2/(8\omega_T)$ gives a separation of $1/(8\times13.8)=0.009$ eV, in agreement.

### (i) Refractive index at 193 nm

*Find the index at the lithographic wavelength of $193$ nm with and without the local field. Is the one-oscillator value too high or too low within the model?*

**Solution.** The photon energy is $6.424$ eV, and its square is $41.3$ eV$^2$. This lies below the transitions, so damping is neglected and $n=\sqrt{\varepsilon}$:

$$n=\sqrt{1+\frac{137.1}{190.3-41.3}}=1.386 .$$

If the local field is replaced by the macroscopic field while the molecules and density are held fixed, $\omega_T$ is replaced by $\omega_0$:

$$n=\sqrt{1+\frac{137.1}{236.1-41.3}}=1.305 .$$

The local field raises the index by $0.080$, because it brings the resonance closer to the photon energy.

With all computed transitions the index is $1.391$, which is $0.006$ above the one-oscillator value. The sign of this difference can be derived. Give each transition the positive weight $w_n=A_n/(u_0\omega_n^2)$. The weights add to one, and

$$u(\omega)=u_0\sum_n\frac{w_n}{1-\omega^2/\omega_n^2}.$$

Below the first transition, $1/(1-\omega^2 y)$ is a convex function of $y=1/\omega_n^2$. The average of a convex function is at least the function of the average. The average of $1/\omega_n^2$ is $u_2/u_0=1/\omega_0^2$, so

$$u(\omega)\ge\frac{u_0}{1-\omega^2/\omega_0^2}.$$

The right-hand side is the effective oscillator. Since $u/(1-u/3)$ increases with $u$ for $u<3$, the effective oscillator cannot overestimate the index computed from the same set of transitions, as long as $u$ stays below $3$.

### (j) The first absorption line

*The first bright transition of the computed molecule lies at $11.015$ eV and has $f_1=0.469$. In the lattice of point dipoles the first bright line lies at $10.749$ eV with strength $0.879$. Why is its shift so much smaller than $1.57$ eV, and why does its strength grow?*

**Solution.** The squared plasma energy of this transition alone is the fraction $f_1/f$ of the total, with $f=5.107$:

$$\hbar^2A_1=137.1\times\frac{0.469}{5.107}=12.6\ {\rm eV^2}.$$

If it were the molecule's only transition, the rule would give

$$\sqrt{11.015^2-12.6/3}=10.82\ {\rm eV},$$

a shift of $-0.19$ eV. The weak line thus has only a small shift of its own. The computed shift is $-0.27$ eV, somewhat larger, because the other transitions also polarize the neighbours.

To see this, collect the other transitions in a background $u_b$ that varies slowly near the line:

$$u=\frac{A_1}{\omega_1^2-\omega^2}+u_b .$$

The dielectric function diverges where $1-u/3=0$, that is, at $u=3$. Solving for the frequency gives

$$\omega_s^2=\omega_1^2-\frac{A_1}{3-u_b}.$$

For $u_b=0$ this is the single-oscillator rule. Below the higher transitions $u_b$ is positive, so the denominator shrinks and the shift grows.

For the strength, write

$$\varepsilon-1=\frac{3u}{3-u}=\frac{9}{3-u}-3 .$$

Inserting $u$ and multiplying numerator and denominator by $\omega_1^2-\omega^2$ gives

$$\frac9{3-u}=\frac{9(\omega_1^2-\omega^2)}{(3-u_b)(\omega_1^2-\omega^2)-A_1}
=\frac{9}{3-u_b}\,\frac{\omega_1^2-\omega^2}{\omega_s^2-\omega^2}.$$

Near the resonance, the numerator $\omega_1^2-\omega^2$ tends to $\omega_1^2-\omega_s^2=A_1/(3-u_b)$. The line therefore has strength

$$A_s=A_1\left(\frac{3}{3-u_b}\right)^2 .$$

The two computed changes can be compared through this one unknown. The shift gives $3-u_b=12.6/(11.015^2-10.749^2)=2.18$. The strength gives $3-u_b=3/\sqrt{0.879/0.469}=2.19$. The same background therefore accounts for both, within the approximation that it is constant across the shift.

The effective resonance at $13.80$ eV lies above this first line. It summarizes the dispersion at lower photon energies and does not predict an absorption peak at $13.80$ eV.

### (k) How far can the model be trusted?

*Estimate the effects left out, and compare the model with real methane and with a photoresist.*

**Solution.** Electron correlation changes the static polarizability. Second-order Møller–Plesset theory (MP2), in the same basis, gives $16.54$ atomic units, $3.2\%$ above the Hartree–Fock value. With $\hbar\omega_0$ held at $15.364$ eV, this lowers $\hbar\omega_T$ by $0.05$ eV. The change of $\omega_0$ is the larger effect. Time-dependent density-functional theory with the PBE0 hybrid functional, in the same basis, gives $\hbar\omega_0\approx14.6$ eV and $\hbar\omega_T\approx13.0$ eV, about $0.8$ eV below the Hartree–Fock values; this indicates the size of the method error rather than fixing the correct value. At fixed static polarizability, $\omega_T=\omega_0\sqrt{1-u_0/3}$, so a relative error in $\omega_0$ passes unchanged to $\omega_T$.

Thermal expansion lowers the density. An edge longer by $1\%$, with the molecules unchanged, reduces $N$ by about $3\%$ and raises $\hbar\omega_T$ by $0.05$ eV. The rough value chosen for the edge matters in the same way.

The finite wavelength has little effect. With $k$ the wavenumber of $193$ nm light in the solid and $a$ now the cubic edge, $(ka)^2=7\times10^{-4}$. The electrostatic lattice sum changes $L$ by $-7\times10^{-6}$. Retardation between nearby molecules was not computed, but its leading correction is expected to be of order $(ka)^2$ as well.

Overlap is harder to judge. Half the distance between neighbouring molecules is $2.09$ Å, and in the computed ground state $0.18$ of the $10$ electrons lie farther than this from the carbon nucleus. The tails of neighbouring molecules therefore do meet. This number measures the overlap but not the resulting change of frequency. The first bright state is far more diffuse. In the aug-cc-pVDZ basis about $80\%$ of the excited electron lies beyond $2.09$ Å, with a root-mean-square radius of about $3.1$ Å; the larger bases named below keep the fraction near $80\%$ and give a radius of about $3.2$ Å. The assumption of non-overlapping point dipoles fails for this state, so the shift and strength in part (j) are properties of the model and not predictions for solid methane. The finite basis also matters. With aug-cc-pVTZ, or with a second set of diffuse functions added to aug-cc-pVDZ, $\hbar\omega_0$ falls to $15.23$ or $15.18$ eV and $\hbar\omega_T$ to $13.67$ or $13.63$ eV. The index at $193$ nm rises by $0.003$ to $0.005$, the static polarizability rises by about $0.5\%$, the first line in the molecule and in the lattice moves by $0.01$ to $0.02$ eV, and its strength in the lattice rises to about $0.90$. Higher multipoles, charge transfer between molecules and vibrations have not been estimated.

Real solid methane has its molecular centres on a face-centred cubic lattice over much of its range below the melting point, roughly $90$ K. Its visible refractive index is roughly $1.3$. The model's low-frequency value is $\sqrt{1+137.1/190.3}=1.31$, so the polarizability and density are in the right regime. This agreement does not test the frequency of an individual absorption line.

Methane is not a photoresist. A resist is an amorphous mixture in which sites lack cubic symmetry and different groups absorb at different energies. The stretched simple cubic lattice of part (c) gives one example of the first of these. Keep the oscillator and density of this example, but use $L=0.380$ or $0.239$ in $\omega_0^2-L\omega_p^2$. The resonance then falls at $13.56$ or $14.26$ eV, that is, $0.24$ eV below or $0.46$ eV above the cubic value. This is an illustration for one ordered distortion, not a prediction for a resist. The distortion is a large one: a stretch of $1\%$ gives shifts of only about $-0.025$ and $+0.05$ eV, similar to the effect of a $1\%$ expansion. The size also depends on the lattice: the face-centred cubic lattice stretched by $10\%$ along a cube edge has $L=0.339$ and $0.323$, which shifts the resonance by only $-0.03$ and $+0.05$ eV. Even the $10\%$ stretch moves the resonance less than the uncertainty of about $0.8$ eV in $\hbar\omega_0$ noted above. Since the derivation needs cubic sites and one kind of oscillator, the one-third rule can serve for a resist at most as an average description, and only where its dispersion is smooth. The values for the aug-cc-pVDZ Hartree–Fock and MP2 calculations and the lattice factors of part (c) are collected in the numerical output.

## Table of computed values

```
Local-field factor L, transverse and longitudinal (no unit)
  simple cubic: 0.33333, -0.66667
  bcc: 0.33333, -0.66667
  fcc: 0.33333, -0.66667
Cavity surface part of L: 0.33333
Near part, simple cubic: 0.00000
Near part, tetragonal c/a=1.1, dipoles along a: 0.0470
Ewald L, same lattice, along a: 0.3804
Ewald L, same lattice, along c: 0.2391
Face-centre sites, L for dipoles along x: 0.5633, 0.2184, 0.2184
C-H length: 1.09 angstrom; cubic edge: 5.9 angstrom
Molecule density: 1.948e+22 cm^-3
Static polarizability, TDHF: 16.019 bohr^3
Static polarizability, TDHF: 2.374 angstrom^3
Static polarizability, HF finite field: 16.021 bohr^3
Effective oscillator strength: 5.107
Isolated oscillator energy: 15.364 eV
Oscillator plasma energy: 11.711 eV
Isolated energy squared: 236.06 eV^2
One third of plasma energy squared: 45.71 eV^2
Transverse energy squared: 190.34 eV^2
Transverse resonance energy: 13.797 eV
Shift of resonance: -1.568 eV
Longitudinal energy: 18.097 eV; zero of eps: 18.097 eV
Resonance fitted to full solid dispersion: 13.793 eV
Chosen damping: 1.0 eV
Peak of energy times Im eps: 13.7965 eV
Peak of Im eps: 13.7875 eV
Photon energy at 193 nm: 6.424 eV
Index at 193 nm, with local field: 1.3856
Index at 193 nm, without local field: 1.3054
Index at 193 nm, all TDHF transitions: 1.3914
First bright line, molecule: 11.015 eV, f = 0.469
First bright line, lattice: 10.749 eV, f = 0.879
Static polarizability, MP2: 16.540 bohr^3
Transverse energy, MP2 polarizability, same E0: 13.743 eV
Change of transverse energy, edge +1 %: 0.049 eV
(k a)^2 at 193 nm: 7.08e-04
Change of electrostatic L at this k: -6.7e-06
Half the neighbour distance: 2.086 angstrom
Electrons per molecule beyond it: 0.177 of 10
```
